\section*{How can a one-channel spin mixing conductance exceed one?}

\section*{Question}

I am working through an exercise on a normal metal in contact with a ferromagnet. There is one incoming channel, the magnetization points along $z$, and the scattering conserves $s_z$. The reflection amplitudes for spin up and spin down along $z$ are
\[
r_u=+\frac13,\qquad r_d=-\frac13 .
\]
I am asked for the mixing conductance $g=1-r_ur_d^*$. The two minus signs combine, and I get a number larger than one.

That looks impossible to me. Each spin is reflected with probability $1/9$ and transmitted with probability $8/9$. How can one channel deliver more than one unit of anything to the ferromagnet? Have I made a sign error, are these amplitudes forbidden by unitarity, or is $g$ not what I think it is?

\section*{Answer}

Your sign is right and the amplitudes are allowed:
\begin{equation}
g=1-\left(\frac13\right)\left(-\frac13\right)=1+\frac19=\frac{10}{9}.
\end{equation}
The trouble is in reading $g$ as a probability. For your real amplitudes it is the net \emph{transverse spin current} leaving the metal, divided by the incoming transverse spin current. In general its real and imaginary parts give the two transverse components of that current. A reflected electron whose spin has been reversed adds to that net current, although it subtracts from the net particle current.

\subsection*{The amplitudes fit into a unitary matrix}

Suppose each spin has one channel on either side of the scatterer. With flux-normalized amplitudes, choose
\begin{equation}
S_s=\begin{pmatrix} r_s & t\\ t & -r_s\end{pmatrix},
\qquad t=\frac{\sqrt8}{3},\qquad s=u,d .
\label{eq:S}
\end{equation}
Each column has squared length $r_s^2+t^2=1/9+8/9=1$. The product of the two columns is $r_st-tr_s=0$. Both matrices are therefore unitary, and so is the full matrix with $S_u$ and $S_d$ as its diagonal blocks. Unitarity restricts the columns of this matrix. It does not say that $1-r_ur_d^*$, which combines entries from two different blocks, must be below one.

Compare the ordinary conductance of one spin,
\[
1-r_sr_s^*=1-|r_s|^2 .
\]
Here a non-negative number is subtracted, so the result cannot exceed one. In $g$ the subtracted product $r_ur_d^*$ can be negative or complex.

\subsection*{What $g$ measures}

Let the metal occupy $x<0$ and the ferromagnet $x>0$. I use $\hbar=m=1$, a fixed magnetization, elastic scattering, and no spin-flip or spin-orbit terms. The Hamiltonian is
\[
H=-\frac12\frac{d^2}{dx^2}+V_0(x)+\frac{\Delta(x)}2\sigma_z,
\]
where $\Delta=V_u-V_d$ is the difference between the potentials seen by the two spins. Both $V_0$ and $\Delta$ vanish in the metal.

The spin current follows from the Schr\"odinger equation. Inserting $\partial_t\psi=-iH\psi$ and its adjoint gives
\begin{align}
\partial_t(\psi^\dagger\sigma_x\psi)
&=\frac i2\left(\psi^\dagger\sigma_x\psi''-\psi^{\dagger\prime\prime}\sigma_x\psi\right)
+\frac{i\Delta}{2}\psi^\dagger[\sigma_z,\sigma_x]\psi\nonumber\\
&=-\partial_x\,\mathrm{Im}(\psi^\dagger\sigma_x\psi')
-\Delta\,\psi^\dagger\sigma_y\psi .
\label{eq:continuity}
\end{align}
The first bracket is the derivative of $\psi^\dagger\sigma_x\psi'-\psi^{\dagger\prime}\sigma_x\psi=2i\,\mathrm{Im}(\psi^\dagger\sigma_x\psi')$, and the second term uses $[\sigma_z,\sigma_x]=2i\sigma_y$. The current of $\sigma_x$ is thus $\mathrm{Im}(\psi^\dagger\sigma_x\psi')$. I divide it by the incoming particle flux $k$ and call the result $J_x$. Its unit is $\hbar/2$ times the incoming flux.

Send in an electron with spin along $+x$, perpendicular to the magnetization. Its spinor is $(1,1)/\sqrt2$, so in the metal
\begin{equation}
\psi_s(x)=\frac1{\sqrt2}\left(e^{ikx}+r_se^{-ikx}\right).
\end{equation}
We need $\psi^\dagger\sigma_x\psi'=\psi_u^*\psi_d'+\psi_d^*\psi_u'$. The first product is
\begin{align}
\psi_u^*\psi_d'
&=\frac{ik}{2}\left(e^{-ikx}+r_u^*e^{ikx}\right)\left(e^{ikx}-r_de^{-ikx}\right)\nonumber\\
&=\frac{ik}{2}\left[1-r_u^*r_d+r_u^*e^{2ikx}-r_de^{-2ikx}\right].
\end{align}
The second follows by exchanging $u$ and $d$. Their sum is
\begin{equation}
\psi^\dagger\sigma_x\psi'=\frac{ik}{2}\left[2-2\,\mathrm{Re}(r_ur_d^*)+z-z^*\right],
\quad z=(r_u+r_d)^*e^{2ikx}.
\end{equation}
Since $z-z^*$ is imaginary, its product with $ik/2$ is real and drops out of the imaginary part. No interference between incoming and reflected waves survives, and
\begin{equation}
J_x=1-\mathrm{Re}(r_ur_d^*)=\mathrm{Re}\,g .
\label{eq:J}
\end{equation}

The same calculation with $\sigma_y$ uses $\psi^\dagger\sigma_y\psi'=-i\psi_u^*\psi_d'+i\psi_d^*\psi_u'$. Its position-dependent terms add up to a real number, and the remainder is $(k/2)(r_ur_d^*-r_u^*r_d)=ik\,\mathrm{Im}(r_ur_d^*)$. Hence $J_y=\mathrm{Im}(r_ur_d^*)=-\mathrm{Im}\,g$. Your amplitudes are real, so $J_y=0$ and $J_x=10/9$ is the whole transverse current.

\subsection*{Counting nine electrons}

The reflected spinor is
\begin{equation}
\frac1{\sqrt2}\begin{pmatrix}r_u\\r_d\end{pmatrix}
=\frac13\,\frac1{\sqrt2}\begin{pmatrix}1\\-1\end{pmatrix}.
\end{equation}
The prefactor gives a reflection probability of $1/9$. The remaining spinor points along $-x$: the relative minus sign has turned the transverse spin through $180^\circ$.

Now let nine electrons arrive, each carrying one unit of $+x$ spin. On average eight enter the ferromagnet and one returns. The metal has sent out $+9$ units of spin and received $-1$ unit, so its net loss is
\[
9-(-1)=10\ \text{units},\qquad\text{or }\frac{10}{9}\text{ per incident electron.}
\]
Its net loss of particles is $9-1=8$, or $8/9$ per incident electron. No electron carries more than one unit of spin. The excess appears because taking back a negative spin is also a loss of positive spin.

\subsection*{The bound that unitarity does give}

The link with transmission comes from expanding a square:
\[
|r_u-r_d|^2=|r_u|^2+|r_d|^2-2\,\mathrm{Re}(r_ur_d^*).
\]
Solve this for $\mathrm{Re}(r_ur_d^*)$, insert it into Eq.~\eqref{eq:J}, and use $T_s=1-|r_s|^2$, which is where unitarity enters:
\begin{align}
\mathrm{Re}\,g
&=1-\frac{|r_u|^2+|r_d|^2}{2}+\frac{|r_u-r_d|^2}{2}\nonumber\\
&=\frac{T_u+T_d}{2}+\frac{|r_u-r_d|^2}{2}.
\label{eq:split}
\end{align}
For your numbers,
\begin{equation}
\mathrm{Re}\,g=\frac89+\frac12\left(\frac23\right)^2=\frac89+\frac29=\frac{10}{9}.
\end{equation}
The first term is the mean transmission probability. The second measures how differently the two spins are reflected, and it is not a further transmission probability.

Unitarity also requires $|r_u|\le1$ and $|r_d|\le1$, so $|r_ur_d^*|\le1$ and
\begin{equation}
0\le\mathrm{Re}\,g\le2 .
\end{equation}
Both ends are instructive. For $r_u=1$, $r_d=-1$ nothing is transmitted, yet $g=2$: every electron comes back with its transverse spin reversed, changing from $+1$ to $-1$. For $r_u=r_d=1$ every electron comes back unchanged and $g=0$. Among 20,000 randomly drawn pairs of $2\times2$ unitary matrices, $\mathrm{Re}\,g$ ranged from 0.028 to 1.991, inside these bounds.

The reflection probabilities and the relative phase together decide where a given interface lies between these bounds. Keep both reflection probabilities at $1/9$ but set $r_u=1/3$ and $r_d=e^{i\phi}/3$. Then
\begin{equation}
\mathrm{Re}\,g=1-\frac{\cos\phi}{9},
\end{equation}
which runs from $8/9$ at $\phi=0$ to $10/9$ at $\phi=\pi$. Your case is the upper end. Both amplitudes must refer to the same plane: moving that plane multiplies $r_u$ and $r_d$ by a common phase, which cancels in $r_ur_d^*$. Using different planes for the two spins would introduce a false relative phase.

\subsection*{An interface with these amplitudes}

A potential step at $x=0$ realizes your example. Let the wave in the ferromagnet be $\tau_se^{ik_sx}/\sqrt2$. Continuity of the wave function and its derivative gives
\begin{equation}
1+r_s=\tau_s,\qquad k(1-r_s)=k_s\tau_s,
\end{equation}
and therefore
\begin{equation}
r_s=\frac{k-k_s}{k+k_s},\qquad \tau_s=\frac{2k}{k+k_s},\qquad
k_s=k\,\frac{1-r_s}{1+r_s}.
\end{equation}
Thus $r_u=1/3$ needs $k_u=k/2$, and $r_d=-1/3$ needs $k_d=2k$. Energy conservation, $k_s^2/2=E-V_s$ with $E=k^2/2$, fixes the potentials:
\begin{equation}
V_u=E\left(1-\frac14\right)=\frac34E,\qquad V_d=E(1-4)=-3E .
\end{equation}
For a round model energy $E=1$ eV they are $0.75$ eV and $-3$ eV. The wave numbers are $k=0.512$, $k_u=0.256$ and $k_d=1.025$ \AA$^{-1}$. These parameters are chosen to produce your amplitudes and do not describe a particular material. Integrating the Schr\"odinger equation numerically for this step reproduces $r_u$, $r_d$ and a spin current of $1.1111$ on both sides of the interface.

The current just inside the ferromagnet may look more troubling, since no reflected wave is present there. From the matching equations, $\tau_u=4/3$ and $\tau_d=2/3$. The transmitted particle flux relative to the incoming one is
\begin{equation}
\frac{k_u\tau_u^2+k_d\tau_d^2}{2k}
=\frac12\left(\frac12\cdot\frac{16}{9}+2\cdot\frac49\right)=\frac89 .
\end{equation}
For the spin current, the two products are
\[
\psi_u^*\psi_d'=\frac{ik_d}{2}\tau_u\tau_de^{i(k_d-k_u)x},\qquad
\psi_d^*\psi_u'=\frac{ik_u}{2}\tau_u\tau_de^{-i(k_d-k_u)x}.
\]
Taking the imaginary part of their sum and dividing by $k$ gives
\begin{equation}
J_x(x)=\frac{k_u+k_d}{2k}\,\tau_u\tau_d\cos[(k_d-k_u)x]
=\frac54\cdot\frac89\cos[(k_d-k_u)x]=\frac{10}{9}\cos[(k_d-k_u)x].
\label{eq:inside}
\end{equation}
At $x=0$ this matches the current in the metal, as continuity of $\psi$ and $\psi'$ demands.

The local spin is still not too large. At the interface the spin density is $\tau_u\tau_d=8/9$ and the particle density is $(\tau_u^2+\tau_d^2)/2=10/9$, so the polarization is $0.8$. What differs is the velocity multiplying each density. The spin density moves with the plain average $(k_u+k_d)/2=1.25k$. The particle density is mostly in the slow component, and its mean velocity is $(8/9)k/(10/9)=0.8k$. The spin current can therefore exceed the particle current even though the polarization is below one.

\subsection*{When is $g$ the torque on the magnet?}

So far $g$ describes what leaves the metal. Whether the magnet absorbs all of it is a separate matter. In a steady state, Eq.~\eqref{eq:continuity} becomes
\begin{equation}
\frac{dJ_x}{dx}=-\frac{\Delta}{k}\,\psi^\dagger\sigma_y\psi .
\label{eq:torque}
\end{equation}
Spin current is lost where the exchange field turns the electron spin, and the reaction is a torque on the magnetization. We can check this against Eq.~\eqref{eq:inside}. In the ferromagnet
\[
\psi^\dagger\sigma_y\psi=2\,\mathrm{Im}(\psi_u^*\psi_d)=\frac89\sin\frac{3kx}{2},
\qquad
\Delta=\frac{k_d^2-k_u^2}{2}=\frac{15}{8}k^2 .
\]
The right side of Eq.~\eqref{eq:torque} is then $-(5k/3)\sin(3kx/2)$. Differentiating $(10/9)\cos(3kx/2)$ gives the same expression.

In this single ideal channel the spin precesses without decay. The period is
\begin{equation}
\frac{2\pi}{k_d-k_u}=\frac{2\pi}{1.5\times0.5123\ \text{\AA}^{-1}}=8.18\ \text{\AA}.
\end{equation}
After half a period the current has changed from $10/9$ to $-10/9$, so this slice has taken up $20/9$. After a full period the net uptake is zero. The accumulated torque keeps oscillating with depth and does not settle at $10/9$.

It settles when many channels contribute, for two reasons. Where both spin waves propagate, electrons with different momenta along the interface have different $k_d-k_u$, so their transverse spins get out of step. Where the spin-up wave is evanescent, the product $\psi_u^*\psi_d$ itself decays. With $k_u=k/2$ at normal incidence, the second case covers every transverse momentum above $k/2$, which is three quarters of the states in the metal's Fermi disk. I averaged the $x$ component of the spin current over all transverse states in the metal's Fermi disk, with equal weights and with the potentials and total energy given above. The mean is $0.991$ at the interface and at most $0.017$ in magnitude at the depths sampled between 20 and 21 of the periods above. That is about 2\% of the interface value. The decay is slow. Near normal incidence $k_d-k_u$ grows as $0.75\,q^2/k$ with transverse momentum $q$, which leaves an oscillating remainder of amplitude about $(10/9)/(0.75\,kx)$ at large depth, falling only as $1/x$. Twenty periods are about 160~\AA{} here. This length belongs to the free-electron step and is not an absorption length for a real ferromagnet. Nearly all of this spin current has then gone to the magnet, and its interface value gives the $x$ component of the torque. There is also a $y$ component, given by the mean of $-\mathrm{Im}\,g$, because $r_u$ is complex in the evanescent channels. In this model it is $0.31$, about a third of the $x$ component. That ratio comes from the chosen potentials and should not be carried over to a real interface. The mean of $0.991$ differs from $10/9$ because each channel has its own amplitudes.

A thin magnetic layer between two identical metals shows what happens without dephasing. The outgoing wave on the right has components $t_se^{ikx}/\sqrt2$ and carries away $\mathrm{Re}(t_ut_d^*)$. The layer keeps
\begin{align}
\mathcal T_x&=1-\mathrm{Re}(r_ur_d^*)-\mathrm{Re}(t_ut_d^*)\nonumber\\
&=\frac{|r_u-r_d|^2+|t_u-t_d|^2}{2}.
\end{align}
The second line follows by expanding both squares and using $|r_s|^2+|t_s|^2=1$. For the matrices in Eq.~\eqref{eq:S}, $t_u=t_d$, and the layer absorbs $10/9-8/9=2/9$. If one transmission amplitude instead has the opposite sign, it absorbs $10/9+8/9=2$. Thus $r_u$ and $r_d$ alone fix the spin current leaving the metal, but not the torque on a thin layer.

A nonmagnetic step makes the same distinction. With $r_u=r_d=1/3$ we get $g=8/9$, but $\Delta=0$ and there is no torque. The spin simply travels onward with the transmitted electrons.

For your exercise, then, the answer is $g=10/9$. The channel transmits $8/9$ of the particles, and the spin-reversed reflection raises the transverse spin current leaving the metal above the incoming value. If spin-flip scattering were present, the two amplitudes $r_u$ and $r_d$ would no longer describe the reflection completely, and this one-line formula would have to be replaced by one using the full spin matrix.

\section*{Numbers as computed}
\begin{verbatim}
Incident energy: 1.00 eV
Potential in F, spin u: 0.75 eV
Potential in F, spin d: -3.00 eV
Potential difference u minus d: 3.75 eV
Wave number in N: 0.5123 1/angstrom
Wave number in F, spin u: 0.2562 1/angstrom
Wave number in F, spin d: 1.0246 1/angstrom
Reflection amplitude u: 0.333333 (dimensionless)
Reflection amplitude d: -0.333333 (dimensionless)
Reflection probability u: 0.111111 (dimensionless)
Reflection probability d: 0.111111 (dimensionless)
Transmission probability u: 0.888889 (dimensionless)
Transmission probability d: 0.888889 (dimensionless)
Reflected spin-x polarization: -1.000000 (dimensionless)
Mean transmission term: 0.888889 (dimensionless)
Amplitude-difference term: 0.222222 (dimensionless)
Mixing conductance, fraction: 10/9 (dimensionless)
Spin current in N from wave: 1.111111 (incoming units)
Spin current just inside F: 1.111111 (incoming units)
Local spin-x polarization at interface: 0.800000 (dimensionless)
Precession period in F: 8.1762 angstrom
Spin current after half period: -1.111111 (incoming units)
Integrated torque over half period: 2.222222 (incoming units)
Nonmagnetic control, g: 0.888889 (dimensionless)
Phase scan minimum g: 0.888889 (dimensionless)
Phase scan maximum g: 1.111111 (dimensionless)
Number of random unitary pairs: 20000
Random unitary minimum Re g: 0.0281 (dimensionless)
Random unitary maximum Re g: 1.9912 (dimensionless)
Many-channel mean at interface: 0.9914 (incoming units)
Largest mean at 20 to 21 periods: 0.0174 (incoming units)
\end{verbatim}
